\section*{Width of the negative-curvature region in a ferroelectric domain wall}

\section{Problem}

A uniaxial ferroelectric has the free-energy density
\begin{equation}
f(P)+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad
f(P)=-\frac a2P^2+\frac b4P^4,\qquad a,b,g>0 .
\label{energy}
\end{equation}
Two domains with polarisations $-P_0$ and $+P_0$, where $P_0=\sqrt{a/b}$ minimises $f$, meet at a flat wall with the profile
\begin{equation}
P(x)=P_0\tanh(x/L).
\label{profile}
\end{equation}
The polarisation lies in the plane of the wall and varies only along the normal $x$, so there is no bound charge. No field is applied and the temperature is fixed.

The Landau curvature $d^2f/dP^2$ is the local inverse susceptibility of the material without its gradient term. Where it is negative, the material is said to be in a state of local negative capacitance. How wide is that region, in units of $L$? Does its presence make the wall unstable?

Below, $f'$ and $f''$ are derivatives with respect to $P$, while $P_x$ and $P_{xx}$ are derivatives with respect to $x$.

\section{A tempting solution, which is wrong}

Follow the Landau energy through the wall. Since $a=bP_0^2$, the energy above that of a domain is
\begin{align}
f(P)-f(P_0)&=-\frac{bP_0^2}{2}P^2+\frac b4P^4+\frac b4P_0^4\nonumber\\
&=\frac b4\left(P_0^2-P^2\right)^2 .
\label{square}
\end{align}
With the profile (\ref{profile}) and $1-\tanh^2=\operatorname{sech}^2$ this becomes
\begin{equation}
f(P(x))-f(P_0)=\frac b4P_0^4\operatorname{sech}^4(x/L),
\end{equation}
a hump centred on the wall. Negative curvature seems to mean the part of the hump that is concave. With $u=x/L$,
\begin{align}
\frac{d}{du}\operatorname{sech}^4u&=-4\operatorname{sech}^4u\,\tanh u,\nonumber\\
\frac{d^2}{du^2}\operatorname{sech}^4u&=16\operatorname{sech}^4u\,\tanh^2u-4\operatorname{sech}^6u\nonumber\\
&=16\operatorname{sech}^4u-20\operatorname{sech}^6u .
\end{align}
This is negative for $\operatorname{sech}^2u>4/5$, that is, for $\tanh^2u<1/5$. The width would be $2L\operatorname{artanh}(1/\sqrt5)\approx0.962\,L$.

\section{The fault}

The calculus is correct, but it answers another question. A susceptibility compares a change of polarisation with a change of field at one place, so the curvature must be taken with respect to $P$. The hump was differentiated with respect to $x$. The chain rule shows the difference:
\begin{equation}
\frac{d^2}{dx^2}f(P(x))=\frac{d}{dx}\left(f'P_x\right)=f''P_x^2+f'P_{xx}.
\label{chain}
\end{equation}
The second term has a definite sign. A wall at rest makes the total energy stationary. For a small change $\eta(x)$ that vanishes far away, the first-order energy change per area is
\begin{equation}
\int\left(f'\eta+gP_x\eta_x\right)dx=\int\left(f'-gP_{xx}\right)\eta\,dx ,
\end{equation}
after integration by parts. It vanishes for every $\eta$ if
\begin{equation}
gP_{xx}=f'(P)=-aP+bP^3 .
\label{EL}
\end{equation}
The extra term in (\ref{chain}) is therefore $(f')^2/g\ge0$. It makes the hump convex at places where $f''$ is still negative, so the tempting answer is too small.

\section{The right solution}

\subsection{The profile and its length}

First, the profile (\ref{profile}) must be shown to belong to the energy (\ref{energy}), which also fixes $L$. Multiply (\ref{EL}) by $P_x$. Both sides are then derivatives:
\begin{equation}
\frac{d}{dx}\left(\frac g2P_x^2\right)=\frac{d}{dx}f(P(x)).
\end{equation}
Integrate from a point deep in a domain, where $P_x=0$ and $f=f(P_0)$, and use (\ref{square}):
\begin{equation}
\frac g2P_x^2=f(P)-f(P_0)=\frac b4\left(P_0^2-P^2\right)^2 .
\label{first}
\end{equation}
For a wall that rises from $-P_0$ to $P_0$ the positive root applies. With $P=0$ at $x=0$, separation of variables gives
\begin{equation}
\sqrt{\frac{b}{2g}}\;x=\int_0^P\frac{dQ}{P_0^2-Q^2}=\frac1{P_0}\operatorname{artanh}\frac P{P_0}.
\end{equation}
Hence $P=P_0\tanh(x/L)$ with
\begin{equation}
L=\frac1{P_0}\sqrt{\frac{2g}{b}}=\sqrt{\frac{2g}{a}} ,
\label{L}
\end{equation}
where the last step uses $bP_0^2=a$.

\subsection{The region}

Differentiate $f$ twice with respect to $P$ and insert the profile:
\begin{equation}
f''=-a+3bP^2=a\left(3\tanh^2\frac xL-1\right).
\label{curv}
\end{equation}
This is negative for $\tanh^2(x/L)<1/3$, that is, for $|P|<P_0/\sqrt3$. Since $\tanh$ increases monotonically, the condition selects one interval, $|x|<x_c$, with
\begin{align}
\frac{x_c}{L}&=\operatorname{artanh}\frac1{\sqrt3}
=\frac12\ln\frac{1+1/\sqrt3}{1-1/\sqrt3}
=\frac12\ln\frac{\sqrt3+1}{\sqrt3-1}\nonumber\\
&=\frac12\ln\frac{(\sqrt3+1)^2}{2}=\frac12\ln(2+\sqrt3).
\end{align}
The full width is
\begin{equation}
w=2x_c=L\ln(2+\sqrt3)\approx1.317\,L .
\label{result}
\end{equation}
The tempting answer is 27\% below this value. If the profile is written $\tanh(x/2L')$ instead, then $L=2L'$ and the factor in front of $L'$ is twice as large.

The two answers can be reconciled. Write $t=\tanh(x/L)$. Then $P_x^2=P_0^2(1-t^2)^2/L^2$ and $f'=-aP_0t(1-t^2)$, while (\ref{L}) gives $g=aL^2/2$. Equation (\ref{chain}) becomes
\begin{align}
\frac{d^2f}{dx^2}&=\frac{aP_0^2}{L^2}(1-t^2)^2\left[(3t^2-1)+2t^2\right]\nonumber\\
&=\frac{aP_0^2}{L^2}(1-t^2)^2(5t^2-1).
\end{align}
The term $2t^2$ turns the correct condition $t^2<1/3$ into the wrong one, $t^2<1/5$.

A numerical wall supports (\ref{result}) without using the tanh. The energy was relaxed on a grid of spacing $\sqrt{g/a}/100$ from a constant polarisation on each side. The sign change of $f''$ was then located, and $L$ was read from the slope at the centre. The resulting factor is 1.31694, against 1.316958 from the formula.

\subsection{What happens at the edges}

A uniform crystal in a field $E$ obeys $E=f'(P)$. Between the two minima, $|f'|$ is largest where $f''=0$, at $|P|=P_0/\sqrt3$. Its value there is the homogeneous coercive field:
\begin{equation}
E_c=\frac{aP_0}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_0}{3\sqrt3}.
\label{Ec}
\end{equation}
By (\ref{EL}), $|P_{xx}|$ is largest at the same place, so the edges of the region are the points where the profile bends most strongly. The quantity $f'$ is not an electric field in the wall. It is a Landau force, balanced by the gradient term, and the electric field in this uncharged wall is zero.

\section{Is the wall unstable?}

The second-order energy change per area for a small deviation $\eta$ is
\begin{equation}
\delta^2F=\frac12\int\left(g\eta_x^2+f''\eta^2\right)dx .
\label{second}
\end{equation}
The second term is negative inside the region, but the first must be counted too. Since $P_x$ has no zero, one may write $\eta=P_xu$, so that $\eta_x=P_{xx}u+P_xu_x$. Differentiating (\ref{EL}) gives $f''P_x=gP_{xxx}$. The integrand is then
\begin{align}
g\eta_x^2+f''\eta^2&=gP_x^2u_x^2\nonumber\\
&\quad+g\left(P_{xx}^2u^2+2P_xP_{xx}uu_x+P_xP_{xxx}u^2\right)\nonumber\\
&=gP_x^2u_x^2+g\frac{d}{dx}\left(P_xP_{xx}u^2\right).
\end{align}
The last term integrates to zero: $P_xP_{xx}u^2=(P_{xx}/P_x)\eta^2$, where $P_{xx}/P_x=-(2/L)\tanh(x/L)$ is bounded and $\eta$ vanishes far away. What remains,
\begin{equation}
\delta^2F=\frac g2\int P_x^2u_x^2\,dx\ge0,
\end{equation}
is zero only for constant $u$, that is, for $\eta\propto P_x$. This is a rigid shift of the wall. Against deviations that depend only on $x$, the wall is therefore stable apart from free translation, although $f''$ reaches $-a$ at its centre.

A simple estimate shows why the region can survive. Suppose that a slab of width $D$ had curvature $-a$ throughout and was held fixed at its edges. Its softest deviation, half a sine wave, costs an energy proportional to $g\pi^2/D^2-a$. This is positive for $D<\pi\sqrt{g/a}=\pi L/\sqrt2\approx2.2\,L$. The actual region is narrower, and its curvature is less negative than $-a$ away from the centre, so any deviation confined to it costs energy. Deviations that reach beyond the region, such as the translation, need the full argument above.

Numerical diagonalisation agrees. The three lowest eigenvalues of the operator $-g\,d^2/dx^2+f''$ about the wall are $0.00000\,a$, $1.5000\,a$ and $2.0174\,a$. The first is the translation. The third belongs to the continuum, which starts at $f''(P_0)=2a$ in an infinite crystal and slightly higher in the finite sample used. For uniform $P=0$ the lowest eigenvalue is $-0.9874\,a$ in this sample of length $28\sqrt{g/a}$, and it tends to $-a$ in an infinite crystal. That state is unstable.

Nor does the region imply a negative static response to a field. If the wall is pinned at a minimum of the energy, its second-order energy change is positive for every deviation. The response $\eta$ to a small uniform field $E$ then satisfies $E\int\eta\,dx=2\,\delta^2F>0$, so the total polarisation changes along the field. Without pinning there is no static response at all. In a small static field $E$ along $+P$, an unpinned wall that stayed in place would need a bounded response $\eta$ with $-g\eta_{xx}+f''\eta=E$. Multiply by $P_x$ and integrate. Two integrations by parts turn the left side into $\int\eta(-gP_{xxx}+f''P_x)\,dx=0$, whereas the right side is $2P_0E$. No such response exists. The field pushes the wall with a pressure $2P_0E$, and an unpinned wall moves so that the favoured domain grows.

\section{A second case: sextic stabilisation}

The number 1.317 belongs to the quartic energy. For another even $f$ with minima at $\pm P_0$, a maximum at $P=0$ and one inflection point $P_c$ between $0$ and $P_0$, the first equality in (\ref{first}) still holds and gives
\begin{equation}
w=2\int_0^{P_c}\sqrt{\frac{g}{2[f(P)-f(P_0)]}}\;dP .
\label{general}
\end{equation}
Take $f=-aP^2/2+cP^6/6$ with $c=a/P_0^4$, so that $a$, $P_0$ and $g$ are unchanged. With $p=P/P_0$,
\begin{equation}
f(P)-f(P_0)=\frac{aP_0^2}{6}(p^6-3p^2+2)=\frac{aP_0^2}{6}(1-p^2)^2(p^2+2).
\end{equation}
The curvature $a(5p^4-1)$ vanishes at $p_c=5^{-1/4}$, and (\ref{general}) becomes
\begin{equation}
w=2\sqrt{\frac{3g}{a}}\int_0^{p_c}\frac{dp}{(1-p^2)\sqrt{p^2+2}} .
\end{equation}
Substitute $s=p/\sqrt{p^2+2}$. Then $dp/\sqrt{p^2+2}=ds/(1-s^2)$ and $1-p^2=(1-3s^2)/(1-s^2)$, so the integrand is $ds/(1-3s^2)$ and
\begin{equation}
w=2\sqrt{\frac ga}\,\operatorname{artanh}\frac{\sqrt3\,p_c}{\sqrt{p_c^2+2}}\approx1.90\sqrt{\frac ga}.
\end{equation}
The quartic result in the same unit is $1.317\sqrt2\approx1.86$. At fixed $a$, $P_0$ and $g$, replacing the whole quartic term thus widens the region by about 2\%. The coercive field does not stay fixed: it rises from $0.385\,aP_0$ to $\frac45p_c\,aP_0=0.535\,aP_0$. If $a$ is instead fixed from a given $E_c$, as in the next section, the sextic region is about 20\% wider than the quartic one.

\section{Numbers for a hafnia-like film}

Take round model parameters: $P_0=20\ \mu\mathrm{C/cm^2}$, $E_c=2$ MV/cm and $g=5\times10^{-10}\ \mathrm{m^3/F}$. In SI units, (\ref{Ec}) and (\ref{L}) give
\begin{align}
a&=\frac{3\sqrt3\,E_c}{2P_0}=\frac{5.196\times2\times10^8}{2\times0.20}=2.60\times10^9\ \mathrm{m/F},\\
L&=\sqrt{\frac{2\times5\times10^{-10}}{2.60\times10^9}}\ \mathrm m=0.620\ \mathrm{nm},\\
w&=1.317\times0.620\ \mathrm{nm}=0.817\ \mathrm{nm}.
\end{align}
The region ends where $|P|=11.5\ \mu\mathrm{C/cm^2}$. The tempting solution would have given $0.60$ nm.

By (\ref{first}) the Landau and gradient parts of the wall energy are equal, so the energy per area is
\begin{equation}
\sigma=\int gP_x^2\,dx=\frac{gP_0^2}{L}\int\operatorname{sech}^4u\,du=\frac{4gP_0^2}{3L}=43\ \mathrm{mJ/m^2}.
\end{equation}

\subsection{The lattice}

With a cell spacing $d=0.5$ nm, $w$ is only 1.6 cells, so the continuum is doubtful. Replace it by a chain of cells with polarisations $P_i$ and energy per area
\begin{equation}
\sum_i d\,[f(P_i)-f(P_0)]+\frac{g}{2d}\sum_i(P_{i+1}-P_i)^2 .
\end{equation}
Of the two symmetric positions, the wall has the lower energy when centred between two cells. These two cells then have $|P|=0.44\,P_0$ and negative curvature. A wall centred on a cell has one such cell and lies $0.29\ \mathrm{mJ/m^2}$ higher, at a saddle of the energy.

If $g$ is ten times smaller, with $a$, $b$ and $d$ held fixed, the continuum formula gives $w=0.26$ nm. In the chain, the cells beside the resting wall have $|P|=0.92\,P_0$, and no cell has negative curvature. The cell-centred position now lies $9.4\ \mathrm{mJ/m^2}$ higher, more than the resting wall's own energy of $7.4\ \mathrm{mJ/m^2}$. The formula thus predicts a region that the discrete wall at rest does not contain. The failure begins before $w$ has shrunk to one cell. As $g$ is lowered, the resting wall in the chain loses its two cells of negative curvature at $g\approx3.1\times10^{-10}\ \mathrm{m^3/F}$, where the continuum formula still gives $w\approx1.3\,d$. The level $w=d$, reached only at $g=1.9\times10^{-10}\ \mathrm{m^3/F}$, is therefore too late as a warning.

\subsection{Other neglected effects}

\emph{Temperature.} If $a\propto T_C-T$ with $b$ and $g$ fixed, then $w\propto(T_C-T)^{-1/2}$. For an assumed $T_C=700$ K, warming from 300 to 358 K widens the region to $0.88$ nm, by 8\%. At 358 K the thermal energy is $0.031$ eV, while $\sigma d^2$, which scales as $a^{3/2}$, has fallen from $0.067$ to $0.053$ eV. The ratio is only about 1.7, so a mean-field profile is not safe on the scale of one cell.

\emph{Interface layers.} Let a shorted film of thickness $t_f=10$ nm, polarised along its thickness, have interface layers of total thickness $t_i=0.5$ nm and relative permittivity $\epsilon_i=30$. Zero total voltage and continuous displacement give, far from the wall,
\begin{equation}
E=-\frac{P}{\epsilon_0(1+\epsilon_it_f/t_i)} .
\end{equation}
This field is $0.36$ MV/cm and lowers the domain polarisation to $19.3\ \mu\mathrm{C/cm^2}$. It acts as a reduction of $a$. If the same reduction held inside the wall, $L$ would grow by about 4\%. The curvature $f''$ of the material is unchanged, so the edge of the region stays at $|P|=P_0/\sqrt3$, which is now $0.60$ of the domain value instead of $0.577$. Together these make $w$ grow by about 9\%; the true field in the wall is non-local and was not calculated.

\emph{Tilt.} If the wall plane is tilted by $\theta$ from the polarisation, a component $P\sin\theta$ crosses it. With no free charge and zero normal displacement, the field energy $P^2\sin^2\theta/(2\epsilon_0)$ reduces $a$ by $\sin^2\theta/\epsilon_0$. This cancels $a$ at $\theta=8.7^\circ$. That figure assumes no other polarisability. With background permittivities $\epsilon_\parallel$ along the polar axis and $\epsilon_\perp$ across it, $\epsilon_0$ is replaced by $\epsilon_0(\epsilon_\parallel\sin^2\theta+\epsilon_\perp\cos^2\theta)$. The angle then becomes $19^\circ$ for $\epsilon_\parallel=\epsilon_\perp=4.5$ and $39^\circ$ for $\epsilon_\parallel=4.5$, $\epsilon_\perp=25$. Without free charge, the uncharged-wall model needs tilts well below this angle, whose value depends strongly on the background permittivity.

\emph{Breakdown.} The electric field in the ideal uncharged wall is zero, so breakdown does not limit it. Uniform switching at $E_c$ would need half of a rough breakdown field of 4 MV/cm. With the interface layers above, zero total voltage makes the field in the layers $t_f/t_i=20$ times that in the film, about 7 MV/cm. This exceeds the rough breakdown field even without an applied voltage. The total drop across the layers is only about $0.36$ V, however, and a bulk breakdown field is not a reliable criterion for layers this thin. The comparison shows only that treating them as ideal insulators is doubtful.

\subsection{Comparison with real films}

The polarisation and coercive field are of the rough size measured in hafnium-zirconium oxide films about 10 nm thick. A measured coercive field, however, reflects nucleation and wall motion, so equating it with the homogeneous $E_c$ is a choice of the model. Since $w\propto\sqrt{gP_0/E_c}$, doubling $E_c$ at fixed $P_0$ and $g$ narrows the region by 29\%. The value of $g$ is the least certain input. Walls in hafnia are expected to be nearly atomically sharp, which is the case of small $g$. The assumption most at risk is then the continuum itself, and its failure can change the answer from a finite width ($0.26$ nm for the smaller $g$ above) to no cell at all. The remaining computed values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Spontaneous polarisation P0: 20.0 uC/cm2
Homogeneous coercive field: 2.00 MV/cm
Gradient coefficient g: 5.00e-10 m^3/F
Landau a: 2.5981e+09 m/F
Landau b: 6.4952e+10 m^5/(F C^2)
Relative susceptibility in a domain: 21.7
Tanh length L: 0.6204 nm
Width factor ln(2+sqrt3): 1.316958
Width factor from relaxed wall: 1.31694
Half-width factor: 0.658479
Width of negative-curvature region: 0.8170 nm
Width by quadrature: 0.8170 nm
Polarisation at its edge: 11.55 uC/cm2
Wall energy: 42.98 mJ/m2
Wall modes / a: 0.00000, 1.5000, 2.0174
Lowest mode of uniform P=0 / a: -0.9874
Cell spacing: 0.50 nm; width/cell: 1.634
Lattice, g: negative cells, wall between cells: 2
Lattice, g: negative cells, wall on a cell: 1
Lattice, g: |P|/P0 next to resting wall: 0.4373
Lattice, g: resting wall energy: 41.795 mJ/m2
Lattice, g: barrier: 2.905e-01 mJ/m2
Lattice, g/10: negative cells, wall between cells: 0
Lattice, g/10: negative cells, wall on a cell: 1
Lattice, g/10: |P|/P0 next to resting wall: 0.9232
Lattice, g/10: resting wall energy: 7.408 mJ/m2
Lattice, g/10: barrier: 9.434e+00 mJ/m2
Continuum width for g/10: 0.2584 nm
g at which width equals one cell: 1.872e-10 m^3/F
Width with sextic in place of quartic: 0.8348 nm
Temperatures room, hot, assumed Curie: 300, 358, 700 K
Width at the hot temperature: 0.8836 nm
Wall energy per cell area: 0.0671 eV
Thermal energy when hot: 0.0309 eV
Film, total interface layer: 10.0, 0.5 nm
Interface relative permittivity: 30
Depolarising field far from wall: 0.362 MV/cm
Domain polarisation with that field: 19.26 uC/cm2
Unscreened tilt that cancels a: 8.72 degrees
Rough breakdown field: 4.0 MV/cm
Coercive/breakdown field: 0.50
\end{verbatim}
